# Oxide Thickness for Wagner Neutrality: A Ten-Debye-Length Estimate

A hot metal in oxygen covers itself with oxide, and further growth needs charged defects to cross that layer. In an oxide with cation vacancies and electron holes, both are created at the gas face and consumed at the metal face. The holes usually move much faster. They would run ahead of the vacancies if the resulting charge separation did not set up a field that holds them back and pulls the vacancies forward. Wagner's theory includes this field but takes the two defect charges to cancel at every point. The cancellation cannot be perfect, because a field that varies in space requires charge. How thick must the oxide be before the missing charge hardly matters?

## The estimate on one line of physics

Mobile charges screen a disturbance over the Debye length $L_D$. If the oxide is only one or two Debye lengths thick, the charge at its faces is felt throughout. If it is many Debye lengths thick, most of it is screened from the faces. Taking ten as "many",

$$L_{\min}=10L_D,\qquad L_D=\sqrt{\frac{\varepsilon_r kT}{4\pi\sum_i z_i^2n_i}} .$$

Hartree atomic units are used, so $e=1$ and $4\pi\varepsilon_0=1$; $\varepsilon_r$ is the static relative permittivity. The sum runs over all mobile charged defects. For vacancies of charge $-z$ and density $n$, neutrality demands a hole density $zn$, so

$$\sum_i z_i^2n_i=z^2n+zn=z(z+1)n .$$

The defect density varies across the layer. The density at the defect-poor face belongs in the estimate, because it gives the largest Debye length.

Take a model oxide with $\varepsilon_r=12$, $T=1200$ K, $z=2$ and $n=10^{-8}$ bohr$^{-3}$ at the poor face. Then $kT=0.00380$ hartree, the weighted density is $6\times10^{-8}$ bohr$^{-3}$, and

$$L_D=\sqrt{\frac{12\times0.00380}{4\pi\times6\times10^{-8}}}\approx246\ \text{bohr}=13\ \text{nm}.$$

The estimate is $L_{\min}\approx2460$ bohr, or 130 nm. What accuracy the factor ten buys has to be derived.

## Screening by both defects

Let $\psi$ be the electric potential in units of $kT/e$. In a uniform oxide at equilibrium, Boltzmann statistics give $n_h=zn e^{-\psi}$ for holes and $n_v=ne^{z\psi}$ for vacancies. Poisson's equation is

$$\psi''=-\frac{4\pi}{\varepsilon_rkT}(n_h-zn_v)
=-\frac{4\pi zn}{\varepsilon_rkT}\left(e^{-\psi}-e^{z\psi}\right).$$

For small $\psi$ the bracket is $-(z+1)\psi$, hence $\psi''=\psi/L_D^2$, with decaying solution $e^{-x/L_D}$. The hole response supplies the 1 in $z+1$ and the vacancy response supplies the $z$. A numerical solution with a weakly charged face gave a decay length of 246.0 bohr, against 245.9 bohr from the formula.

In the opposite limit $L\ll L_D$, the right-hand side is negligible across the layer. The potential is then nearly linear and is set by the faces, so neutrality no longer determines it. How far the flux then departs from the neutral result depends on the charge at the faces and on the density difference between them.

## Wagner's flux

Let $x$ run from the defect-rich gas face at $0$ to the defect-poor metal face at $L$. The diffusivities are constant, and the defects are dilute and nondegenerate. The fluxes are

$$J_v=-D_v(n_v'-zn_v\psi'),\qquad J_h=-D_h(n_h'+n_h\psi').$$

No net current flows, so $J_h=zJ_v$. Growth is treated as a sequence of steady states. Take $N$ cations per volume of oxide, a density difference $\Delta n$ between the faces, and the effective vacancy diffusivity $(z+1)D_v$ that is derived below for fast holes. Then the diffusion time is about $L^2/[(z+1)D_v]$ and the growth time is $LN/J_v\approx L^2N/[(z+1)D_v\Delta n]$. Their ratio is $\Delta n/N$, which must be small.

Now impose neutrality, $n_v=n$ and $n_h=zn$. The zero-current condition becomes

$$D_h(n'+n\psi')=D_v(n'-zn\psi')
\;\Rightarrow\;
\psi'=-\frac{D_h-D_v}{D_h+zD_v}\,\frac{n'}{n}.$$

Equal diffusivities need no field. For holes much faster than vacancies, the case treated from here on, $\psi'=-n'/n$. Inserting this in $J_v$ gives $J_v=-(z+1)D_vn'$: the field multiplies the vacancy flux by $z+1$. A steady flux does not depend on $x$, so $n$ is linear and

$$J_W=(z+1)D_v\frac{n_r-n_p}{L},$$

with $n_r$ and $n_p$ the densities at the rich and poor faces. The growth rate is $J_v/N$, so a relative error in the flux is the same relative error in the growth rate at that thickness.

## The charge that Wagner's field requires

Because $n''=0$, differentiating $\psi'=-n'/n$ gives $\psi''=(n'/n)^2$. Poisson's equation then demands

$$zn_v-n_h=\frac{\varepsilon_rkT}{4\pi}\left(\frac{n'}{n}\right)^2 .$$

Let $\ell$ be the local Debye length, $\ell^2=\varepsilon_rkT/[4\pi z(z+1)n]$. Dividing by $n_h\approx zn$ gives the relative imbalance

$$\delta=(z+1)\,\ell^2\left(\frac{n'}{n}\right)^2
=\frac{(z+1)(R-1)^2}{\lambda^2}\left(\frac{n_p}{n}\right)^3,$$

where $R=n_r/n_p$ and $\lambda=L/L_D$, with $L_D$ taken at the poor face. The second form uses $\ell^2=L_D^2n_p/n$ and $n'=-(R-1)n_p/L$. Neutrality is therefore a good approximation when the density changes little over a Debye length. For $R=2$, $z=2$ and $\lambda=30$, the mid-layer value is $3/(900\times1.5^3)=9.88\times10^{-4}$; the full solution gives $9.90\times10^{-4}$.

## The flux without assuming neutrality

Fast holes carry a finite flux with a vanishing driving force, so $n_h'+n_h\psi'=0$, or $\psi'=-n_h'/n_h$. The vacancy flux becomes

$$J_v=-D_v\left(n_v'+zn_v\frac{n_h'}{n_h}\right)=-D_v\,n_h^{-z}\left(n_vn_h^z\right)'.$$

The product $n_vn_h^z$ has a direct meaning. Creating one vacancy together with $z$ holes is a neutral reaction, so local equilibrium with a given oxygen activity fixes this product at each face, whatever the potential there. Define $w$ by

$$w^{z+1}=n_v\left(\frac{n_h}{z}\right)^z .$$

It is the vacancy density that a neutral oxide would have at the same chemical state. Its face values are therefore $n_r$ and $n_p$, even when the faces are charged. Since $(w^{z+1})'=(z+1)w^zw'$,

$$J_v\left(\frac{n_h}{zw}\right)^z=-(z+1)D_vw'.$$

Write $n_h=zwe^{s}$, so that $s(x)$ measures the departure from neutrality; the definition of $w$ then gives $n_v=we^{-zs}$. Integrating from face to face, with constant $J_v$,

$$J_v=\frac{J_W}{\langle e^{zs}\rangle},$$

where the brackets denote the average over the thickness. Within this fast-hole model no small departure has been assumed. Extra holes, $s>0$, go with missing vacancies and slow the growth.

Poisson's equation determines $s$. From $\psi'=-n_h'/n_h$ follows $\psi''=-(\ln w)''-s''$, so

$$s''+(\ln w)''=\frac{4\pi zw}{\varepsilon_rkT}\left(e^s-e^{-zs}\right)\approx\frac{s}{\ell^2}.$$

For a thick layer $w$ is nearly linear, and $(\ln w)''\approx-(w'/w)^2$. Thus

$$s''-\frac{s}{\ell^2}\approx\left(\frac{w'}{w}\right)^2 .$$

The slow solution is $s_b=-\ell^2(w'/w)^2$, which is the imbalance found above, since $\delta=-(z+1)s_b$. To it are added layers decaying as $e^{-d/\ell}$ with distance $d$ from each face. The two parts produce two different error laws.

## Neutral faces: an error falling as $1/L^2$

For small $s$, $J_v/J_W-1\approx-z\langle s\rangle$. With the slow solution and $\nu=w/n_p$, which runs linearly from $R$ to 1,

$$-z\langle s_b\rangle=\frac{z(R-1)^2}{\lambda^2}\,\frac{1}{R-1}\int_1^R\frac{d\nu}{\nu^3}
=\frac{z(R-1)(1-R^{-2})}{2\lambda^2}.$$

The true flux slightly exceeds Wagner's. At $\lambda=60$, $R=2$, the law gives $2.08\times10^{-4}$ and the full solution $1.99\times10^{-4}$. The difference comes from the faces. There $s$ is held at zero, so $s\approx s_b(1-e^{-d/\ell})$, and each face removes $z|s_b|\ell/L$ from the error. With $\ell=L_D$ at the poor face and $L_D/\sqrt R$ at the rich one, the total removed is

$$\frac{z(R-1)^2}{\lambda^3}\left(1+R^{-7/2}\right)=\frac{2\times1.088}{60^3}\approx1.0\times10^{-5},$$

close to the actual gap, $0.97\times10^{-5}$ in the fast-hole limit. The value $1.985\times10^{-4}$ in the output is lower by a further $zD_v/D_h=2\times10^{-7}$, because the numerical solution uses $D_h/D_v=10^7$.

## Charged faces: an error falling as $1/L$

Let both faces have the same departure $s_f$. Because $n_h\propto e^{-\psi}$, the face potential relative to the neutral interior is $-s_fkT/e$. Each layer contributes $\int_0^\infty s_fe^{-d/\ell}\,dd=s_f\ell$ to the integral of $s$, so for small $s_f$

$$\frac{J_v}{J_W}-1\approx-\frac{zs_f}{L}\left(L_D+\frac{L_D}{\sqrt R}\right)=-\frac{zs_f\left(1+R^{-1/2}\right)}{\lambda}.$$

For $s_f=0.05$ and $\lambda=100$ this is $-1.71\times10^{-3}$. The part of the solved error that changes sign with $s_f$ is $-1.70\times10^{-3}$.

When the faces are appreciably charged and the density contrast is modest, this slower law decides how many Debye lengths are needed. For a tolerated relative flux error $\eta$, it asks for $\lambda\approx z|s_f|(1+R^{-1/2})/\eta$. With $z=2$, $R=2$ and half a thermal voltage at each face, $|s_f|=0.5$, the numerator is 1.71. In this small-$s_f$ law, ten Debye lengths then correspond to an error of about 17 percent, and 5 percent needs about 34. The full solution below shows that 5 percent takes more than this for $s_f=+0.5$ and less for $s_f=-0.5$. The factor ten is a choice of accuracy and marks no sharp transition.

## Comparison with the full solution

The Nernst–Planck–Poisson equations were solved without assuming neutrality, for $z=2$ and $R=2$. The table gives $J_v/J_W-1$ in percent.

| $L/L_D$ | $s_f=0$ | $s_f=+0.5$ | $s_f=-0.5$ |
|---:|---:|---:|---:|
| 3 | +3.4 | −41 | +65 |
| 10 | +0.6 | −18 | +15 |
| 30 | +0.08 | −6.9 | +4.5 |
| 100 | +0.007 | −2.2 | +1.3 |

For this density contrast, the neutral theory at ten Debye lengths is good to better than 1 percent if the faces are neutral, and to somewhat under 20 percent if they carry half a thermal voltage. At three Debye lengths the charged faces make it unreliable. A full thermal voltage, $s_f=+1$, still lowers the flux by 38 percent at $\lambda=10$, so strongly charged faces need a thicker oxide.

The two charged columns differ in size even at $\lambda=100$, where the layers are thin. The cause is the next order in $s_f$. Inside a layer at $z=2$, $\ell^2s''=(e^s-e^{-2s})/3\approx s-s^2/2$. Multiplying by $s'$ and integrating from the interior, where $s$ and $s'$ vanish, gives $\ell^2s'^2\approx s^2-s^3/3$, hence $\ell|s'|\approx|s|(1-s/6)$. The integrated excess of one layer is then

$$\frac1\ell\int_0^\infty(e^{2s}-1)\,dd\approx\int_0^{s_f}\frac{2s+2s^2}{s(1-s/6)}\,ds\approx2s_f+\frac76s_f^2 .$$

This equals 1.29 for $s_f=+0.5$ and $-0.71$ for $s_f=-0.5$. Multiplied by $-1.71/100$, these give errors of $-2.2$ and $+1.2$ percent, close to the last row. When the face layers are thin compared with the oxide, enriching the holes therefore costs more flux than depleting them gains. At three Debye lengths the order is reversed: $s$ is then appreciable across the whole oxide, and $\langle e^{zs}\rangle$ is far from 1, about 1.69 for $s_f=+0.5$ and 0.61 for $s_f=-0.5$. The flux is the inverse of this average, and $1/0.61$ exceeds 1 by more than $1/1.69$ falls short of it.

## Where the estimate stops working

**Large density contrast.** In an oxide MO with $z=2$, creating one vacancy and two holes takes up half an O$_2$ molecule, so $n^3\propto p^{1/2}$ at oxygen pressure $p$. A contrast $R=2$ then means a pressure ratio of only 64 between the faces, and $R=10$ a ratio of a million, so real scales can lie far above $R=2$. For $R=10$ at $\lambda=10$ with neutral faces, the density in Wagner's neutral profile nearly doubles within one Debye length of the poor face. The formula for $\delta$ would give 243 percent there, far outside its range. The full solution has a peak imbalance of 26 percent, against 1.5 percent for $R=2$. The flux error is nevertheless only 3.5 percent, because the flux depends on an average over the whole thickness; for $R$ between 30 and 1000 it is about 5 to 6 percent at the same $\lambda$. Ten Debye lengths can thus suffice for the growth rate while local neutrality is poor. Small imbalance right up to the poor face requires $\lambda\gg\sqrt{z+1}\,(R-1)$.

**High defect density.** Debye screening treats the defects as a smooth charge cloud. Around a charge $q$ the linearized potential is $qe^{-r/L_D}/(\varepsilon_rr)$. Subtracting the bare $q/(\varepsilon_rr)$ and letting $r\to0$ leaves $-q/(\varepsilon_rL_D)$ from the cloud. Building the charge up from 0 to $z$ gives a correlation energy of magnitude $z^2/(2\varepsilon_rL_D)$. Relative to $kT$ it is

$$\frac{z^2}{2\varepsilon_rkTL_D}=\frac{4}{2\times12\times0.00380\times246}\approx0.18$$

in the example. This is well below 1 but not negligible. Because it grows as $\sqrt n$, it multiplies the driving force $(z+1)n'$ in Wagner's flux by $1-z/(4\varepsilon_rkT\ell)$, a reduction of 4 to 6 percent across the example layer, which is more than the neutral-face error at ten Debye lengths. Moreover, a sphere of radius $L_D$ holds only $4\pi nL_D^3\approx1.9$ mobile defects, so the smooth cloud is already a rough picture. At $n=10^{-6}$ bohr$^{-3}$ the energy ratio is 1.8. The formula still returns $L_{\min}=13$ nm, but the smooth-cloud picture behind it has failed. At $10^{-10}$ bohr$^{-3}$ the energy ratio is 0.018, the sphere holds about 19 defects and $L_{\min}$ is about 1300 nm: in a more dilute oxide the smooth cloud is a better picture, but the layer must be thicker.

**Temperature.** At fixed density $L_{\min}\propto\sqrt{\varepsilon_rT/n}$. If the density is activated, $n\propto e^{-E/kT}$, and $\varepsilon_r$ is constant, then

$$\frac{d\ln L_{\min}}{dT}=\frac{1}{2T}\left(1-\frac{E}{kT}\right),$$

so heating lowers the required thickness whenever $E>kT$. The density must therefore be the one at the growth temperature.

The model also leaves out immobile charges, grain boundaries, pores and slow face reactions. The values behind the comparisons are collected in the numerical output below.

## Computed values

```
MODEL INPUT
relative permittivity: 12
temperature: 1200 K
vacancy charge number z: 2
vacancy density at poor face: 1.0e-08 bohr^-3
density contrast R: 2
ESTIMATE
kT: 0.003800 hartree
sum of z_i^2 n_i: 6.00e-08 bohr^-3
Debye length: 245.9 bohr = 13.01 nm
L_min: 2459 bohr = 130 nm
decay length from full solution: 246.0 bohr
correlation energy / kT: 0.178
FLUX ERROR: (full flux / Wagner flux - 1), percent
L/L_D   s=0      s=+0.5   s=-0.5
   3    +3.420  -40.657  +64.584
  10    +0.573  -17.614  +14.977
  30    +0.076   -6.946   +4.532
 100    +0.007   -2.249   +1.317
L/L_D=10, s=+1: -38.2 percent
CONTRAST AT L/L_D=10, s=0
R=2: flux error +0.57 percent, peak imbalance 1.51 percent
R=10: flux error +3.48 percent, peak imbalance 25.61 percent
CHECKS OF THE LAWS (full solution, law)
mid-scale log imbalance, L/L_D=30: 9.900e-04, 9.877e-04
flux error, neutral faces, L/L_D=60: 1.985e-04, 2.083e-04
odd flux error, s=0.05, L/L_D=100: -1.696e-03, -1.707e-03
DENSITY SCAN: n (bohr^-3), L_min (nm), correlation energy / kT
1e-10    1301.4  0.018
1e-08     130.1  0.178
1e-06      13.0  1.783
```
